# Nuclear shift and relaxation from dilute band carriers, and the Korringa crossover

## Problem

A semiconductor contains $n$ mobile electrons per unit volume in one isotropic parabolic band, $E=\hbar^2k^2/2m$, with two spin states per orbital. The electrons do not interact with each other and have the free-electron $g$ factor. A nucleus of spin $1/2$ and gyromagnetic ratio $\gamma_n$ feels them through the contact interaction alone. The electron density at the nucleus exceeds its cell average by a factor $\eta$, taken to be the same for all occupied states. Zeeman energies are small compared with $kT$.

(a) How do the contact shift $K$ and the relaxation rate $1/T_1$ depend on $n$ and $T$ when the carriers are nondegenerate? Find the prefactors.

(b) At what temperature, for fixed $n$, does the behaviour go over to that of a metal, where $K$ is constant and $1/T_1\propto T$ (Korringa behaviour)?

(c) Evaluate the results for $m=0.5$ electron masses, $n=10^{24}\ \mathrm{m^{-3}}$, $\eta=1000$ and $\gamma_n/2\pi=10$ MHz/T. These are round model parameters, not those of a particular material.

Notation: $\mu_s=g\mu_B/2$ is the electron moment, $\gamma_e=2\mu_s/\hbar$, $E_F=kT_F$ is the Fermi energy at $T=0$, and $\lambda=(2\pi\hbar^2/mkT)^{1/2}$ is the thermal wavelength. Nondegenerate means $n\lambda^3\ll1$.

## First estimate by scaling

**Shift.** A free moment in a field $B$ is polarised by a fraction of order $\mu_sB/kT$. The magnetisation is then about $n\mu_s^2B/kT$, and the field at the nucleus is larger by $\mu_0\eta$:
$$K\sim\eta\mu_0\mu_s^2\,\frac{n}{kT}.$$

**Rate.** Write the coupling as $a\,|\phi|^2\,\mathbf I\cdot\mathbf S$, where $|\phi|^2$ is the cell-averaged electron density and $a$ contains $\eta$. A thermal electron can be pictured as a packet of volume $\lambda^3$. It covers the nucleus with probability $n\lambda^3$, turns the nuclear spin at a frequency $a/\hbar\lambda^3$, and stays for a time of order $\hbar/kT$. Random kicks give a rate equal to probability times frequency squared times duration:
$$\frac1{T_1}\sim n\lambda^3\left(\frac{a}{\hbar\lambda^3}\right)^2\frac{\hbar}{kT}=\frac{a^2n}{\hbar kT\lambda^3}\propto n\,T^{1/2},$$
because $\lambda^{-3}\propto T^{3/2}$.

**Metal.** Now a packet has volume $1/n$ and stays for $\hbar/E_F$, and the exclusion principle leaves a fraction $kT/E_F$ of the electrons active. The rate is about $a^2n^2kT/(\hbar E_F^2)$. The two estimates agree when
$$\left(\frac{T}{T_F}\right)^2=\frac1{n\lambda^3}=\frac{3\sqrt\pi}{8}\left(\frac{T}{T_F}\right)^{3/2},$$
where the last form is derived below. This gives $T\approx0.44\,T_F$. The powers should be reliable; the factor $0.44$ rests on prefactors that were set to one.

## Exact solution

### The coupling

The factor in the contact field follows from a ball of radius $R$ with uniform magnetisation $M$. Its surface current is a stack of rings at polar angle $\theta$, with current $M\sin\theta\,R\,d\theta$, radius $R\sin\theta$ and distance $R$ from ring to centre. The central field is
$$B_c=\int_0^\pi\frac{\mu_0(R\sin\theta)^2}{2R^3}\,M\sin\theta\,R\,d\theta=\frac{\mu_0M}{2}\int_0^\pi\sin^3\theta\,d\theta=\frac23\mu_0M .$$
A spherical spin density is a superposition of such balls, so its central field is $\frac23\mu_0M(0)$.

For one electron in volume $V$, $\mathbf M(0)=-g\mu_B\mathbf S\,\eta/V$. The nuclear energy $-\hbar\gamma_n\mathbf I\cdot\mathbf B_c$ becomes
$$H=\frac aV\,\mathbf I\cdot\mathbf S,\qquad a=\frac23\mu_0g\mu_B\hbar\gamma_n\eta .$$

### The shift

Averaging $H$ over the electrons gives $\frac a2(n_\uparrow-n_\downarrow)I_z$. The shift is defined by writing the total nuclear energy as $-\hbar\gamma_nB(1+K)I_z$, so
$$K=\frac{a\,(n_\downarrow-n_\uparrow)}{2\hbar\gamma_nB}.$$

Let $D(E)$ be the density of states per spin and volume. There are $k^3/6\pi^2$ states per spin and volume below wavenumber $k$. Inserting $k=(2mE)^{1/2}/\hbar$ and differentiating gives
$$D(E)=C\sqrt E,\qquad C=\frac1{4\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}.$$

The electron moment is opposite to its spin, so up-spins are raised by $\mu_sB$ and down-spins lowered by it. With $f$ the Fermi function and $f'=df/dE$, to first order in $B$,
$$n_\downarrow-n_\uparrow=\int D\,[f(E-\mu_sB)-f(E+\mu_sB)]\,dE=2\mu_sB\int D(-f')\,dE .$$
The chemical potential $\mu$ changes only at order $B^2$, since reversing $B$ merely exchanges the spins. Using $a\mu_s/\hbar\gamma_n=\frac43\eta\mu_0\mu_s^2$,
$$K=\frac43\eta\mu_0\mu_s^2\int D(-f')\,dE .\tag{1}$$

For Boltzmann carriers $-f'=f/kT$, and $\int Df\,dE=n/2$. Hence
$$K=\frac23\,\eta\mu_0\mu_s^2\,\frac{n}{kT}.\tag{2}$$

### The relaxation rate

Let $W_+$ and $W_-$ be the upward and downward nuclear flip rates, and $p_\uparrow+p_\downarrow=1$ the nuclear populations. With $\langle I_z\rangle=p_\uparrow-\frac12$,
$$\frac{d\langle I_z\rangle}{dt}=W_+p_\downarrow-W_-p_\uparrow=\frac{W_+-W_-}2-(W_++W_-)\langle I_z\rangle ,$$
so $1/T_1=W_++W_-$.

In $\mathbf I\cdot\mathbf S=I_zS_z+\frac12(I_+S_-+I_-S_+)$ the last two terms flip the nucleus, with matrix element $a/2V$. The electron goes from a filled state to an empty one of opposite spin. Neglecting Zeeman energies, the golden rule gives
$$W_\pm=\frac{2\pi}\hbar\left(\frac a{2V}\right)^2V^2\int D^2f(1-f)\,dE .$$
The sum of the two equal rates is
$$\frac1{T_1}=\frac{\pi a^2}\hbar\int D^2f(1-f)\,dE .\tag{3}$$

Put $x=E/kT$ and $\alpha=\mu/kT$. Then $D^2=C^2kT\,x$ and $f(1-f)=-df/dx$. Integration by parts, whose boundary terms vanish, gives
$$\int_0^\infty x\left(-\frac{df}{dx}\right)dx=\int_0^\infty\frac{dx}{e^{x-\alpha}+1}=\ln(1+e^\alpha),$$
$$\frac1{T_1}=\frac{\pi a^2}\hbar C^2(kT)^2\ln(1+e^\alpha).\tag{4}$$
Within the model this holds at any degeneracy.

For $e^\alpha\ll1$ the logarithm is $e^\alpha$, and
$$n=2C(kT)^{3/2}e^\alpha\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi\,C(kT)^{3/2}e^\alpha .$$
Since $2mkT/\hbar^2=4\pi/\lambda^2$, we have $C(kT)^{3/2}=2/(\sqrt\pi\lambda^3)$, and therefore $e^\alpha=n\lambda^3/2\equiv y$. Equation (4) becomes
$$\frac1{T_1}=\frac{\pi a^2}\hbar\,\frac{4}{\pi\lambda^6kT}\,\frac{n\lambda^3}2=\frac{2a^2n}{\hbar kT\lambda^3}\propto n\,T^{1/2}.\tag{5}$$
Each carrier relaxes the nucleus independently, hence the factor $n$. The factor $T^{1/2}$ comes from the density of final states at a typical energy $kT$.

The powers of $T$ in (2) and (5) refer to fixed $n$. If carriers are thermally activated, $n(T)$ multiplies both results and can dominate their temperature dependence.

### First corrections from Fermi statistics

Let $z=e^\alpha$ and expand $f=ze^{-x}-z^2e^{-2x}+\dots$. The density condition becomes $y=z-z^2/2^{3/2}$, or $z=y+y^2/2^{3/2}$. The rate is proportional to $\ln(1+z)=z-z^2/2$. The shift is proportional to the integral of $\sqrt x\,(-df/dx)$, which gives $z-z^2/\sqrt2$ in the same normalisation. Substituting $z$, the dilute results acquire the factors
$$K:\ 1-\frac{y}{2\sqrt2},\qquad \frac1{T_1}:\ 1-\left(\frac12-\frac1{2\sqrt2}\right)y .\tag{6}$$
The coefficients are $0.354$ and $0.146$, so the rate approaches its dilute law sooner than the shift does.

### The metallic limit

For $T\ll T_F$, $-f'$ is a narrow peak at $E_F$. From $n=\frac43CE_F^{3/2}$ follows $D(E_F)=3n/4E_F$, and (1) and (3) give
$$K_0=\eta\mu_0\mu_s^2\frac n{E_F},\qquad \frac1{T_1}=\frac{\pi a^2}\hbar D(E_F)^2kT .$$
Because $K_0=a\gamma_eD(E_F)/2\gamma_n$, eliminating $aD(E_F)$ yields the Korringa relation
$$\frac1{T_1}=\frac{4\pi k}\hbar\left(\frac{\gamma_n}{\gamma_e}\right)^2K_0^2\,T .\tag{7}$$

The leading correction uses $\int h(-f')dE\simeq h(\mu)+\frac{\pi^2}6(kT)^2h''(\mu)$. With $h\propto E^{3/2}$, fixed $n$ requires $\mu=E_F(1-\pi^2t^2/12)$, where $t=T/T_F$. The rate (4) is proportional to $kT\mu$ and acquires this same factor. For the shift, $h\propto\sqrt E$ gives $\sqrt\mu\,(1-\pi^2t^2/24)$, and $\sqrt\mu$ supplies another $1-\pi^2t^2/24$. Thus $K$ and $1/(T_1T)$ both fall as $1-\pi^2t^2/12$.

### The crossover

Inserting $n=\frac43CE_F^{3/2}$ in $y=n/[\sqrt\pi C(kT)^{3/2}]$ gives
$$y=\frac{n\lambda^3}2=\frac4{3\sqrt\pi}\,t^{-3/2},$$
which is the relation used in the estimate. By (4), the metallic rate contains $(kT)^2\,(E_F/kT)$ and the dilute rate $(kT)^2\,y$. They are equal when $y=1/t$:
$$\sqrt t=\frac4{3\sqrt\pi},\qquad T_\times=\frac{16}{9\pi}\,T_F\approx0.566\,T_F .\tag{8}$$
At fixed temperature the same condition, $y=9\pi/16$, defines a crossover density $n_\times=9\pi/(8\lambda^3)$. The shift asymptotes $K_0$ and (2) meet instead at $T=\frac23T_F$. The change is gradual, and its assigned temperature depends on the criterion.

### The Korringa ratio

Define $S=(4\pi k/\hbar)(\gamma_n/\gamma_e)^2K^2T_1T$, which equals one when (7) holds. From (1) and (3), with $f(1-f)=kT(-f')$,
$$S=\frac{\left[\int D(-f')dE\right]^2}{\int D^2(-f')dE}\le\int_0^\infty(-f')dE=f(0)<1 ,$$
by the Cauchy–Schwarz inequality. In the dilute limit the numerator is $(n/2kT)^2$ and the denominator $C^2kT\,y$. With $n=\sqrt\pi C(kT)^{3/2}y$,
$$S\to\frac\pi4\,y=\frac{\sqrt\pi}3\,t^{-3/2}.$$
The factor $\pi/4$ reflects the spread of $D$ over thermal energies. The factor $y$ is the small occupation at the band bottom. Since $K^2\propto n^2$ but $1/T_1\propto n$, a dilute gas relaxes the nucleus much faster than (7) would predict from its shift.

### Condition on the field

Let $h=\mu_sB/kT$. An electron that flips its spin changes its kinetic energy by $2\mu_sB$, so in the dilute rate $\int xe^{-x}dx=1$ is replaced by
$$\int_h^\infty\sqrt{x^2-h^2}\,e^{-x}dx=h\,\mathrm K_1(h),$$
where $\mathrm K_1$ is the modified Bessel function. At fixed $n$, $e^\alpha=y/\cosh h$. The rate (5) is thus multiplied by $h\mathrm K_1(h)/\cosh h$, which tends to one as $h\to0$. At 10 T and 300 K, $h=0.0224$ and the factor is $0.9986$.

This factor counts only the spin energy. The field also gathers the orbital motion into Landau levels with spacing $\hbar eB/m$, which the smooth density of states $D(E)$ ignores. The rate therefore also requires $\hbar eB/m\ll kT$. The dilute shift (2) does not, because at fixed $n$ the Landau levels change the Boltzmann populations of both spins by the same factor, which leaves the polarisation unaltered. For $m=0.5$ electron masses the ratio $\hbar eB/mkT$ is about $0.09$ at 10 T and 300 K, twice the spin splitting $2h$, so $0.9986$ is not the complete field correction. For sharp levels, put $b=\hbar eB/mkT$. Each pair of one-dimensional subbands with edges $x_1$ and $x_2$ contributes $\int e^{-x}[(x-x_1)(x-x_2)]^{-1/2}dx=e^{-(x_1+x_2)/2}\,\mathrm K_0(|x_1-x_2|/2)$, with $\mathrm K_0$ the modified Bessel function. Summing over pairs at fixed $n$ multiplies the rate (5) by
$$\frac{b}{4\cosh h}\sum_{d=-\infty}^{\infty}e^{-b|d|/2}\,\mathrm K_0\!\left(\tfrac12|db+2h|\right).$$
For $m=0.5$ electron masses at 300 K this is $0.984$ at 10 T and $0.992$ at 5 T. The correction is linear in $B$ and about ten times the spin-only one. Its sign depends on $2h/b$, and it diverges logarithmically when $2h$ is a multiple of $b$, so for sharp levels $b\ll1$ is necessary but not sufficient. Collision broadening of the levels, which the model leaves out, removes the divergence.

## Numbers, and comparison with the estimate

The parameters give $T_F=84.6$ K and $K_0=92.7$ ppm. At 300 K, $\lambda=6.086$ nm and $n\lambda^3=0.225$, so $y=0.113$. Equation (2), written as $K=\frac23K_0T_F/T$, gives
$$K=\tfrac23\times92.7\times\frac{84.6}{300}=17.4\ \text{ppm}.$$
With $a=1.0308\times10^{-52}\ \mathrm{J\,m^3}$, equation (5) gives
$$\frac1{T_1}=\frac{2(1.0308\times10^{-52})^2\,10^{24}}{(1.0546\times10^{-34})(4.142\times10^{-21})(6.086\times10^{-9})^3}=0.216\ \mathrm{s^{-1}},$$
or $T_1=4.6$ s. The full Fermi integrals give 16.8 ppm and $0.212\ \mathrm{s^{-1}}$, lower than the dilute values by 3.8% and 1.6%. Equation (6) predicts 4.0% and 1.7%.

The rate asymptotes cross at 47.9 K and those of the shift at 56.4 K. These temperatures assume that $n$ stays fixed and the electrons stay independent on cooling, which a doped crystal need not allow. With this mass and a dielectric constant of 12, hydrogenic donors have a Bohr radius $a_B=1.27$ nm and a binding energy of 47 meV, and $n^{1/3}a_B=0.13$ lies below the Mott value of about $0.26$. The carriers would then freeze out before becoming degenerate, and the Coulomb energy at the mean spacing would be about $2.6\,E_F$. The Korringa side of the crossover is reached only for doping above the Mott density. At 47.9 K the full rate is $0.0706\ \mathrm{s^{-1}}$, 18% below the common asymptotic value of $0.0862\ \mathrm{s^{-1}}$. The local exponent $d\ln(1/T_1)/d\ln T$ falls from 0.99 at 5 K to 0.52 at 300 K, and passes the midpoint $3/4$ at 44.6 K. At 300 K the crossover density is $1.57\times10^{25}\ \mathrm{m^{-3}}$, about sixteen times the chosen $n$.

At 300 K, $S=0.083$. Using (7) to infer the shift from the measured rate would overestimate it by a factor $1/\sqrt{0.083}\approx3.5$. The numerical output follows these quantities from 5 K to 1200 K.

The scaling argument found the correct powers of $n$ and $T$. Its shift must be multiplied by $2/3$, its dilute rate by 2, and its metallic rate by $\pi(3/4)^2=9\pi/16\approx1.77$. The last two factors nearly cancel in the crossover condition: $\sqrt t$ changes by their ratio, $32/9\pi\approx1.13$, which moves the estimate from $0.44\,T_F$ to $0.57\,T_F$.

The factor 2 in the dilute rate can be traced in time. For Boltzmann carriers, share the thermal factor equally between the initial and final energies, which are equal, and write the integral in (3) as
$$\iint D(E)D(E')\,e^{\alpha-(E+E')/2kT}\,\delta(E-E')\,dE\,dE',\qquad \delta(E-E')=\frac1{2\pi kT}\int_{-\infty}^{\infty}e^{i(E-E')\tau/kT}\,d\tau ,$$
where $\tau=kTt'/\hbar$ and $t'$ is the time. The integral over $E$ is
$$\int_0^\infty D(E)\,e^{-(\frac12-i\tau)E/kT}\,dE=\frac1{\lambda^3}\left(\tfrac12-i\tau\right)^{-3/2},$$
and that over $E'$ is its complex conjugate. With $e^\alpha=y$ this gives
$$\frac1{T_1}=\frac{a^2y}{2\hbar kT\lambda^6}\int_{-\infty}^{\infty}\frac{d\tau}{(\frac14+\tau^2)^{3/2}} .$$
The integral equals 8, which reproduces (5). With this equal sharing the integrand has a width of order one in $\tau$, which corresponds to the time $\hbar/kT$ used in the estimate. An unequal sharing leaves the integral at 8 but changes the width, so the width alone does not define a contact time.

## Values computed for the example and the checks

```
effective mass / electron mass: 0.50
carrier density n: 1.000e+24 m^-3
density enhancement eta: 1000
gamma_n/(2 pi): 10.00 MHz/T
contact coupling a: 1.0308e-52 J m^3
Fermi energy: 7.293 meV
Fermi temperature T_F: 84.63 K
degenerate shift: 92.713 ppm
Korringa slope 1/(T1 T): 1.8006e-03 s^-1 K^-1
rate crossover: 47.89 K = 0.5659 T_F
same, from extended computed curves: 47.92 K
shift crossover: 56.42 K = 0.6667 T_F
same, from extended computed curves: 56.44 K
rate exponent 3/4 at: 44.62 K = 0.5272 T_F
full rate at rate crossover: 0.07064 s^-1
Korringa asymptote there: 0.08623 s^-1
thermal wavelength at 300 K: 6.0860 nm
n lam^3 at 300 K: 0.22543
crossover density at 300 K: 1.5678e+25 m^-3
dilute shift at 300 K: 17.4364 ppm
dilute rate at 300 K: 0.21582 s^-1
dilute T1 at 300 K: 4.6334 s
at 50 T_F, exponent of T in shift: -0.9989
at 50 T_F, exponent of T in rate: 0.5005
h at 10 T and 300 K: 0.02242
field factor in dilute rate there: 0.99864
full results: T (K), shift (ppm), 1/T1 (s^-1), rate exponent, S
     5   92.4434   0.00898  0.9942  0.99707
    10   91.5793   0.01779  0.9758  0.98727
    20   87.5138   0.03433  0.9085  0.93450
    50   67.0457   0.07289  0.7259  0.64587
   100   43.4548   0.11529  0.6060  0.34311
   300   16.7702   0.21236  0.5238  0.08322
   600    8.5972   0.30346  0.5086  0.03061
  1200    4.3375   0.43076  0.5031  0.01098
```
